# Resistance rise of donor-doped barium titanate from grain-boundary barriers

A ceramic of donor-doped barium titanate consists of conducting grains whose boundaries hold electron traps. On heating through the paraelectric phase, just above the ferroelectric transition, its resistance climbs by orders of magnitude and later falls again. This problem derives both from Heywang's model of the boundary.

**Setting.** Gaussian units are used, and barriers are electron energies. Each grain has a uniform density $N_d$ of fully ionized donors. A boundary is a thin sheet with $N_s$ acceptor traps per area, of which $n_s$ per area hold an electron. The permittivity $\varepsilon$ does not depend on the field, and in the paraelectric phase it obeys the Curie-Weiss law

$$\varepsilon=\frac{C}{T-\theta},\qquad T>\theta>0 .$$

The transition lies somewhat above $\theta$ when it is of first order. Nothing below is applied in the ferroelectric phase, where polarization can compensate boundary charge.

## (a) The barrier

*Find the barrier $\phi$ that a trapped charge $n_s$ creates, if the layer beside the boundary is fully emptied of mobile electrons.*

**Solution.** Let the boundary be at $x=0$ and the emptied layers extend to $|x|=b$. Neutrality requires the donors on both sides to balance the trapped electrons:

$$2bN_d=n_s\quad\Rightarrow\quad b=\frac{n_s}{2N_d}.$$

Let $\psi(x)$ be the rise of the conduction-band edge above its value inside the grain. The electrostatic potential is $-\psi/e$ and the charge density is $+eN_d$, so Poisson's equation reads

$$\frac{d^2\psi}{dx^2}=\frac{4\pi e^2N_d}{\varepsilon},\qquad 0<|x|<b .$$

At $|x|=b$ both $\psi$ and its slope vanish. Integrating twice from there gives

$$\psi=\frac{2\pi e^2N_d}{\varepsilon}(b-|x|)^2=\phi\left(1-\frac{|x|}{b}\right)^2,$$

$$\phi=\frac{2\pi e^2N_db^2}{\varepsilon}=\frac{\pi e^2n_s^2}{2\varepsilon N_d}. \tag{1}$$

A large permittivity screens the boundary charge and keeps the barrier low.

## (b) From barrier to resistivity

*Find the resistivity $\rho$ of the ceramic relative to that of the grain interior, $\rho_g$, for a voltage per boundary far below $kT/e$.*

**Solution.** Electrons move by drift and diffusion with mobility $\mu$. The electric current density is then $j=\mu n\,d\eta/dx$, where $\eta$ is the quasi-Fermi energy. In steady state $j$ is uniform, and $\eta$ changes by $eV$ across the boundary, so $eV=j\int dx/(\mu n)$. Since $d\eta/dx$ is already of first order in $V$, the equilibrium density $n=N_de^{-\psi/kT}$ may be used. The resistance of unit area is

$$\frac Vj=\int_{-b}^{b}\frac{dx}{e\mu n}=\frac{1}{e\mu N_d}\int_{-b}^{b}e^{\psi/kT}dx .$$

With $u=1-|x|/b$ and $a=\phi/kT$ this becomes

$$\frac Vj=\frac{2b}{e\mu N_d}F(a),\qquad F(a)=\int_0^1e^{au^2}du .$$

Now take identical grains of size $L>2b$, with one boundary crossed per length $L$. The remaining length $L-2b$ has resistivity $\rho_g=1/(e\mu N_d)$. Adding the two in series and dividing by $L\rho_g$,

$$\frac{\rho}{\rho_g}=\frac{L-2b+2bF}{L}=1+\frac{2b}{L}\,[F(a)-1]. \tag{2}$$

The mobility has cancelled, so its own temperature dependence is contained in $\rho_g$.

*Low barrier.* For $a\ll1$, expanding the exponential gives $F-1\approx a/3$, but a barrier below $kT$ does not empty the layer, so (2) is outside its range there. With the mobile electrons kept, as in part (g), a weak barrier gives $\int(e^{\psi/kT}-1)\,dx\approx\int(1-e^{-\psi/kT})\,dx=2b$ by neutrality, so $\rho/\rho_g-1\approx2b/L$. The boundaries then hardly matter as long as $2b\ll L$.

*High barrier.* For $a\gg1$ the region near $u=1$ dominates. With $s=1-u$ we have $au^2=a-2as+as^2$, and $e^{as^2}\approx1+as^2$ gives

$$F\approx e^a\int_0^\infty e^{-2as}(1+as^2)\,ds=\frac{e^a}{2a}\left(1+\frac1{2a}\right). \tag{3}$$

The resistance is then essentially exponential in $\phi/kT$.

## (c) Why the resistance rises on heating

*With all traps filled, find how $a$ changes with temperature, first for any $\varepsilon(T)$ and then for the Curie-Weiss law. Deduce the logarithmic slope of $\rho/\rho_g$.*

**Solution.** At fixed $n_s$, equation (1) gives $a\propto1/(\varepsilon T)$. Taking the logarithmic derivative,

$$\frac{da}{dT}=a\left(-\frac1\varepsilon\frac{d\varepsilon}{dT}-\frac1T\right). \tag{4}$$

The second term is the usual thermal activation, which lowers the resistance on heating. The exponent grows only if $\varepsilon$ falls faster than $1/T$. For the Curie-Weiss law $-\varepsilon'/\varepsilon=1/(T-\theta)$, which exceeds $1/T$ because $\theta>0$.

Inserting $\varepsilon=C/(T-\theta)$ and $n_s=N_s$ in (1),

$$a=A\left(1-\frac\theta T\right),\qquad A=\frac{\pi e^2N_s^2}{2CN_dk}, \tag{5}$$

$$\frac{da}{dT}=\frac{A\theta}{T^2}. \tag{6}$$

The exponent starts small near $\theta$, where the permittivity is large, and climbs fastest there. If the traps stayed full it would level off at $A$. For $\theta=0$ the two effects in (4) would cancel and $a$ would be constant.

For the slope of $\rho$ we need $F'(a)=\int_0^1u^2e^{au^2}du$. Writing the integrand as $u\cdot ue^{au^2}$ and integrating by parts,

$$F'=\left[\frac{u\,e^{au^2}}{2a}\right]_0^1-\frac1{2a}\int_0^1e^{au^2}du=\frac{e^a-F}{2a}.$$

With full traps $b$ is constant, so (2) and (6) give

$$\frac{d}{dT}\ln\frac{\rho}{\rho_g}=\frac{(2b/L)\,F'(a)}{1+(2b/L)(F-1)}\;\frac{A\theta}{T^2}. \tag{7}$$

When the boundaries dominate, the first factor tends to $F'/F$. From (3), $e^a/F\approx2a-1$, hence $F'/F\approx1-1/a$. The slope then approaches $A\theta/T^2$ from below. Close to the transition the series resistance of the grain interior hides the growing barriers, so the steepest rise of $\rho$ comes at a higher temperature than the steepest rise of $a$.

## (d) How many traps stay filled

*The traps lie at depth $E_s$ below the conduction-band edge at the boundary. Find the filled fraction $f=n_s/N_s$, for nondegenerate electrons of band mass $m$ and equal degeneracy of the empty and filled trap.*

**Solution.** First locate the Fermi level $E_F$ below the band edge $E_c$ in the grain. The electron density is

$$N_d=2\int\frac{d^3q}{(2\pi)^3}\,e^{-(E_c-E_F)/kT-\hbar^2q^2/2mkT}=N_c\,e^{-(E_c-E_F)/kT}.$$

The Gaussian integral equals $(2\pi mkT/\hbar^2)^{3/2}$, so

$$N_c=2\left(\frac{mkT}{2\pi\hbar^2}\right)^{3/2},\qquad E_c-E_F=kT\ln\frac{N_c}{N_d}.$$

The filling follows from the minimum of the free energy per boundary area. Its electrostatic part is the field energy. The field strength is $E=4\pi eN_d(b-|x|)/\varepsilon$, so

$$U=2\int_0^b\frac{\varepsilon E^2}{8\pi}dx=\frac{4\pi e^2N_d^2b^3}{3\varepsilon}=\frac{\pi e^2n_s^3}{6\varepsilon N_d}=\frac{\phi n_s}{3}.$$

Its derivative is $dU/dn_s=\pi e^2n_s^2/(2\varepsilon N_d)=\phi$: one more electron must climb the full barrier. Adding the energy of moving an electron from the Fermi level into a trap, apart from the barrier, and the mixing entropy of the traps,

$$G=U+n_s\left(kT\ln\frac{N_c}{N_d}-E_s\right)+N_skT\,[f\ln f+(1-f)\ln(1-f)] .$$

Setting $dG/dn_s=0$ gives

$$\ln\frac{1-f}{f}=\ln\frac{N_c}{N_d}+\frac{\phi-E_s}{kT}, \tag{8}$$

$$f=\frac{1}{1+(N_c/N_d)\,e^{(\phi-E_s)/kT}} .$$

This is a mean-field result, because the trapped charge is treated as a uniform sheet. It must be solved together with $\phi\propto f^2$. The solution is unique: as $f$ grows, the left side of (8) falls while the right side rises.

## (e) Where the rise ends

*Find the condition for the largest $a=\phi/kT$. Does $\rho/\rho_g$ peak at the same temperature?*

**Solution.** Now $a=A(1-\theta/T)f^2$. Let a prime denote $d/dT$. The logarithmic derivative is

$$\frac{a'}{a}=\frac{\theta}{T(T-\theta)}+\frac{2f'}{f}.$$

Differentiating (8), with $N_c\propto T^{3/2}$,

$$-\frac{f'}{f(1-f)}=\frac{3}{2T}+a'+\frac{E_s}{kT^2}.$$

Solve this for $f'/f$, insert it in the line above, and collect the terms in $a'$:

$$a'\,[1+2a(1-f)]=a\left[\frac{\theta}{T(T-\theta)}-2(1-f)\left(\frac{3}{2T}+\frac{E_s}{kT^2}\right)\right]. \tag{9}$$

For full traps this returns (6). The right side vanishes when

$$1-f=\frac{\theta}{(T-\theta)\,(3+2E_s/kT)}. \tag{10}$$

This point is a maximum. The denominator in (10) equals $3(T-\theta)+(2E_s/k)(1-\theta/T)$, which grows with $T$, so the right side of (10) falls. Where $a'=0$, the equation for $f'$ shows that $f$ is decreasing, so the left side rises. Hence $a'$ can change sign only from positive to negative, and there is just one maximum.

The ratio $\rho/\rho_g$ peaks earlier, by 2 K in the example of part (f) and by more when the barrier at the peak is low; the peak of $\rho$ itself is also shifted by any temperature dependence of $\rho_g$. By (2), $\rho/\rho_g-1$ is proportional to $f\,(F-1)$, since $b\propto f$. At the maximum of $a$ the factor $F-1$ is stationary while $f$ is already falling.

Physically, the barrier has lifted the traps close to the Fermi level. A further rise of the barrier would empty them and remove the charge that supports it. The barrier becomes nearly constant, and ordinary thermal activation takes over.

## (f) A numerical case

*Evaluate the model for $\theta=380$ K, $C=10^5$ K, $N_d=4\times10^{18}$ cm$^{-3}$, $N_s=10^{14}$ cm$^{-2}$, $E_s=1$ eV, $L=10$ μm and $m$ equal to five electron masses, starting at 400 K in the paraelectric phase.*

**Solution.** These are round model parameters, not fitted to a particular ceramic. With full traps

$$b=\frac{10^{14}}{2\times4\times10^{18}}\ \text{cm}=125\ \text{nm},\qquad\frac{2b}{L}=0.025,$$

and (5) gives $A=65.6$. At 400 K

$$a=65.6\left(1-\frac{380}{400}\right)=3.28 .$$

Solving (8) together with (1), and so in the depletion approximation, gives:

| $T$ (K) | $\varepsilon$ | $\phi$ (eV) | $\phi/kT$ | $f$ | $\rho/\rho_g$ |
|---|---|---|---|---|---|
| 400 | 5000 | 0.113 | 3.28 | 1.000 | 1.10 |
| 440 | 1667 | 0.339 | 8.95 | 1.000 | 12.5 |
| 480 | 1000 | 0.562 | 13.6 | 0.996 | 753 |
| 520 | 714 | 0.665 | 14.8 | 0.917 | 2240 |
| 560 | 556 | 0.678 | 14.0 | 0.816 | 952 |
| 600 | 455 | 0.674 | 13.0 | 0.736 | 336 |

In this approximation the boundaries add only 10 percent to the grain resistivity at 400 K; part (g) corrects this figure for mobile electrons. The same correction raises the other entries too, by a factor near 2.7 while the traps are full, and moves the steepest rise and the peak to somewhat lower temperatures; the figures that follow in this part are those of the depletion approximation. The slope of $\ln(\rho/\rho_g)$ is largest near 450 K, where it is 0.107 per K, or about 10.7 percent per kelvin. At this slope one decade takes $2.303/0.107\approx21.5$ K. At that temperature $A\theta/T^2=0.123$ per K; the difference comes from the first factor in (7).

The exponent is largest at 511 K, where the solved empty fraction is 0.060. Condition (10) can be checked by hand. With $kT=0.0441$ eV,

$$1-f=\frac{380}{131.3\,(3+2/0.0441)}=0.060 .$$

The ratio $\rho/\rho_g$ peaks at 509 K with a value of about 2400, a rise of 3.3 decades from 400 K. Beyond it, up to the 600 K of the table, the barrier stays near 0.67 eV while $kT$ grows, and $\rho/\rho_g$ falls. About 6 percent of empty traps is enough to stop the rise of the exponent.

The role of the permittivity shows in a control calculation. If $\varepsilon$ is frozen at its 400 K value of 5000, $\rho/\rho_g$ falls from 1.10 at 400 K to 1.06 at 500 K. The traps and the barrier alone do not produce the rise. Further values are in the numerical output.

## (g) Two approximations examined

*How do the results change (i) if mobile electrons are kept in Poisson's equation, and (ii) if the dielectric response is weakly nonlinear?*

**Solution.** (i) Let $y=\psi/kT$ and $\lambda^2=\varepsilon kT/(4\pi e^2N_d)$. The net charge density is $eN_d(1-e^{-y})$, so $\lambda^2y''=1-e^{-y}$. Multiplying by $y'$ and integrating from the grain interior, where $y=y'=0$,

$$\tfrac12\lambda^2y'^2=y-1+e^{-y}.$$

The depletion solution of part (a) obeys $\tfrac12\lambda^2y'^2=y$. By Gauss's law, equal trapped charge means equal slope at the boundary. If $a_d$ is the depletion value of $\phi/kT$ and $a$ the corrected one,

$$a_d=a-1+e^{-a}.$$

A high barrier is thus raised by about $kT$. The boundary resistance in excess of the undisturbed grain is proportional to

$$2\int(e^y-1)\,dx=2\lambda\int_0^{a}\frac{e^y-1}{\sqrt{2(y-1+e^{-y})}}\,dy .$$

For $a\gg1$ the upper end dominates and the integral tends to $e^{a}/\sqrt{2(a-1)}=e^{1+a_d}/\sqrt{2a_d}$. The depletion model gives $e^{a_d}/\sqrt{2a_d}$ in the same limit. At equal charge the excess resistance is therefore larger by the factor $2.718$, a constant that leaves its logarithmic slope unchanged.

Numerically, the factor is 2.72 at 450 K but 3.10 at 400 K, where the barrier is low. The value of $\rho/\rho_g$ at 400 K thus becomes $1+3.10\times0.101\approx1.31$. Near the peak the factor cannot simply be multiplied in, because a higher barrier also empties more traps.

(ii) Let $E=D/\varepsilon+\beta D^3$, with $E$ and $D$ counted positive toward the boundary. Gauss's law still gives $D=4\pi eN_d(b-x)$ for $0<x<b$, with the boundary value $D_0=4\pi eN_db=2\pi en_s$. Since $dx=-dD/(4\pi eN_d)$,

$$\phi=e\int_0^bE\,dx=\frac{1}{4\pi N_d}\left(\frac{D_0^2}{2\varepsilon}+\frac{\beta D_0^4}{4}\right)=\frac{\pi e^2n_s^2}{2\varepsilon N_d}\left(1+\frac{\varepsilon\beta D_0^2}{2}\right).$$

Equation (1) requires $|\varepsilon\beta|D_0^2/2\ll1$. For a given $\beta$ this is hardest to satisfy near the transition, where $\varepsilon$ is largest. A positive $\beta$ raises the barrier and a negative one lowers it.

In the example $D_0/4\pi=en_s/2$ is 8 μC/cm² with full traps. The spontaneous polarization of barium titanate at room temperature is roughly 25 μC/cm², so the boundary field drives the lattice to a sizeable fraction of its ferroelectric displacement. The relative error of the computed barriers from this cause is largest just above the transition. The shift of the exponent, $\beta D_0^4/(16\pi N_dkT)$, does not contain $\varepsilon$, however, so the resistance is affected most where the boundaries dominate it. The mechanism itself needs less than the Curie-Weiss law: by (4), at fixed trapped charge and with linear response, it needs a permittivity that falls faster than $1/T$.

## Computed values

```
Curie-Weiss temperature theta = 380 K
Curie constant C = 1.0e+05 K
start of paraelectric range = 400 K
donor density N_d = 4.0e+18 cm^-3
trap density N_s = 1.0e+14 cm^-2
trap depth E_s = 1.00 eV
band mass m = 5.0 electron masses
grain size L = 10.0 micrometre
elementary charge e = 4.8032e-10 statC
depletion width b, full traps = 125.0 nm
weight 2b/L, full traps = 0.0250
coefficient A = 65.620 (dimensionless)
N_c at 400 K = 4.320e+20 cm^-3
band edge above Fermi level at 400 K = 0.161 eV
N_c at 500 K = 6.037e+20 cm^-3
band edge above Fermi level at 500 K = 0.216 eV
columns: T (K), eps, phi (eV), phi/kT, filled, rho/rho_g
400   5000.0  0.1131    3.281  1.00000  1.1013e+00
420   2500.0  0.2262    6.250  1.00000  2.1302e+00
440   1666.7  0.3393    8.948  1.00000  1.2477e+01
460   1250.0  0.4523   11.409  0.99987  1.0482e+02
480   1000.0  0.5615   13.575  0.99648  7.5256e+02
500    833.3  0.6364   14.770  0.96841  2.2098e+03
520    714.3  0.6651   14.844  0.91662  2.2407e+03
540    625.0  0.6752   14.510  0.86387  1.5491e+03
560    555.6  0.6778   14.046  0.81604  9.5223e+02
600    454.5  0.6735   13.026  0.73580  3.3584e+02
A theta/T^2 at 400 K = 0.1558 per K
steepest slope of ln(rho/rho_g) = 0.1072 per K
  the same = 10.72 percent per K
temperature of steepest slope = 449.8 K
slope formula there, full traps = 0.1073 per K
A theta/T^2 there = 0.1232 per K
temperature of largest phi/kT = 511.3 K
largest phi/kT = 14.893
empty fraction there, solved = 0.0598
empty fraction there, rule = 0.0598
temperature of resistance peak = 509.4 K
rho/rho_g at peak = 2.412e+03
rise of rho/rho_g from 400 K to peak = 2.190e+03
  the same = 3.34 decades
frozen eps: rho/rho_g at 400 K = 1.1013
frozen eps: rho/rho_g at 500 K = 1.0590
mobile-electron factor at 400 K, full traps = 3.097
mobile-electron factor at 450 K, full traps = 2.719
mobile-electron factor at 480 K, full traps = 2.718
boundary charge per side e N_s/2 = 8.01 microcoulomb/cm^2
```
